# How many conduction channels does free-electron copper offer per unit area?

**Question.** A ballistic contact of cross-section $A$ joins two large pieces of copper. How large is its conductance per unit area if copper is treated as a free-electron metal, how does it scale with the electron density, and what does it say about the spin current that a rotating magnetization pumps into copper?

**Answer.** The conductance is finite even without scattering, because a finite cross-section admits a finite number of transverse waves at the Fermi energy. The estimate consists of counting these waves and finding what each one carries.

## Units and the Fermi wavevector

I use Rydberg atomic units: $\hbar=1$, $m=1/2$, lengths in bohr and energies in Ry. Then $h=2\pi$, and a free electron has

$$E=\frac{\hbar^2k^2}{2m}=k^2,\qquad v=\frac{\hbar k}{m}=2k .$$

The model has one free electron per copper atom. The cubic cell of the fcc lattice, with edge $a$, contains four atoms, so the electron density is $n=4/a^3$. In a volume $V$ the allowed wavevectors have density $V/(2\pi)^3$, and each holds two electrons of opposite spin. Filling a sphere of radius $k_F$ gives

$$nV=2\,\frac{V}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}
\quad\Rightarrow\quad n=\frac{k_F^3}{3\pi^2},\qquad k_F=(3\pi^2n)^{1/3}.$$

With the rough input $a=6.8$ bohr,

$$n=\frac{4}{6.8^3}=0.01272\ \text{bohr}^{-3},\qquad k_F=(3\pi^2\times0.01272)^{1/3}=0.722\ \text{bohr}^{-1},$$

and $E_F=k_F^2=0.522$ Ry. As a test of the filling rule, the wavevectors of a crystal with 40 cells along each edge were counted one by one. The sphere of radius $k_F$ holds 255 830 electrons where 256 000 are needed, a relative difference below 0.1%.

## Counting the channels

Let the current flow along $x$. In a wide contact the wave across the current direction is labelled by a transverse wavevector $\mathbf q$. At the Fermi energy the wavevector $p$ along $x$ follows from

$$p^2+q^2=k_F^2 .$$

The wave travels if $p$ is real, that is, if $q<k_F$. Periodic boundary conditions give the transverse wavevectors the density $A/(2\pi)^2$, so the number of channels for one spin is

$$N=\frac{A}{(2\pi)^2}\,\pi k_F^2=\frac{A\,k_F^2}{4\pi}.$$

A real contact has walls, and their effect can be estimated. For a square of side $L$ with hard walls the transverse waves are products of sines with wavevector components $\pi n_x/L$ and $\pi n_y/L$, where $n_x,n_y\ge1$. Channels are then integer points in a quarter disc of radius $R=k_FL/\pi$. The full disc holds about $\pi R^2$ integer points. These are four times the wanted number plus about $4R$ points on the axes, which are not allowed waves. Hence

$$N_{\rm hard}\simeq\frac{\pi R^2}{4}-R,\qquad
\frac{R}{\pi R^2/4}=\frac{4}{\pi R}=\frac{4}{k_FL}.$$

The walls remove the fraction $4/(k_FL)$, which is small when the contact is much wider than the Fermi wavelength. For $L=2000$ bohr this fraction is 0.277%, and a direct count gives 0.281%. The loss reaches 10% when $k_FL=40$, or $L\approx55$ bohr. In a contact about one Fermi wavelength wide, the number of channels is a small integer that grows in steps with the width, and a smooth formula cannot show these steps.

## What one channel carries

Let the reservoir on the left be filled to an energy higher by $\Delta E$ than the one on the right. Right-moving states come from the left reservoir and left-moving states from the right one, provided that the reservoirs absorb every arriving electron. Below both filling levels the two flows cancel. In the window $\Delta E$ only right-movers are occupied. One channel of one spin has $dk/(2\pi)$ states per unit length, each moving with velocity $v=dE/dk$ (with $\hbar=1$), so the particle current is

$$I_N=\int\frac{dk}{2\pi}\,\frac{dE}{dk}=\int\frac{dE}{2\pi}=\frac{\Delta E}{h}.$$

The velocity has cancelled: fast channels have proportionally fewer states per unit energy. With a voltage $U$, $\Delta E=eU$ and the charge current is $e\,I_N=(e^2/h)U$. Each channel therefore contributes $e^2/h$ per spin, and the conductance per area, in units of $e^2/h$, is the Sharvin value

$$\boxed{g_{\rm Sh}=\frac{N}{A}=\frac{k_F^2}{4\pi}\quad\text{per spin}.}$$

The same result follows without any mention of channels. Sum $v_x=2k\mu$, with $\mu=\cos\theta$, over the right-moving half of a thin shell around the Fermi sphere:

$$J_N=\frac{1}{(2\pi)^3}\int k^2dk\;2\pi\int_0^1 d\mu\,(2k\mu)
=\frac{1}{(2\pi)^2}\int k^3dk .$$

Here $\int_0^1 2\mu\,d\mu=1$ was used. Since $E=k^2$, we have $dE=2k\,dk$ and $k^3dk=E\,dE/2$. For a window centred on $E_F$ this gives

$$J_N=\frac{E_F\,\Delta E}{8\pi^2}=\frac{\Delta E}{2\pi}\,\frac{k_F^2}{4\pi}=\frac{\Delta E}{h}\,g_{\rm Sh}.$$

## The number for copper

$$g_{\rm Sh}=\frac{0.5216}{4\pi}=0.0415\ \text{bohr}^{-2}\approx 15\ \text{nm}^{-2}\ \text{per spin}.$$

Multiplication by $e^2/h=3.874\times10^{-5}$ S gives about $5.7\times10^{14}\ \text{S\,m}^{-2}$ per spin. The two spins conduct in parallel, so the product of resistance and area is

$$\frac{1}{2\times5.742\times10^{14}}\approx 8.7\times10^{-16}\ \Omega\,\text{m}^2 .$$

The size of the result becomes plain when the density is eliminated. From $n=4/a^3$, $k_F^2=(12\pi^2)^{2/3}/a^2$, and therefore

$$g_{\rm Sh}=\frac{(12\pi^2)^{2/3}}{4\pi\,a^2}\approx\frac{1.92}{a^2}.$$

A (100) surface has two atoms per square of side $a$, so the area per atom is $a^2/2$ and there are 0.96 channels per surface atom and spin. A metal with about one free electron per atom has a Fermi wavelength comparable with the atomic spacing, and so offers about one channel per surface atom.

## Scaling and reliability

Since $k_F\propto n^{1/3}$,

$$g_{\rm Sh}\propto n^{2/3}\propto a^{-2},\qquad \frac{\delta g_{\rm Sh}}{g_{\rm Sh}}\simeq-2\,\frac{\delta a}{a}.$$

Eight times the density gives four times the conductance. Changing $a$ to 6.7 or 6.9 bohr changes the result to 15.3 or 14.4 nm$^{-2}$, so an error of 0.1 bohr in the rough lattice constant shifts the result by only about 3%.

The free-electron band is a separate approximation. The Fermi surface of real copper is not a sphere: it has necks, and the d states influence its shape. The channel count can then depend on the crystal direction of the current, because it adds up the right-moving states at the Fermi energy over all $\mathbf q$, and for a surface that is not a sphere this sum can change with direction. The present estimate contains none of this.

The contact must also be ballistic. To see what scattering does, compare it with a diffusive piece of the same metal of length $d$ and mean free path $\ell=v_F\tau$. The Drude conductivity, written with $\hbar$ and $m$ restored, is

$$\sigma=\frac{ne^2\tau}{m}=\frac{k_F^3}{3\pi^2}\,\frac{e^2\ell}{\hbar k_F}
=\frac{e^2}{h}\,\frac{2k_F^2\ell}{3\pi}
=\frac{2e^2}{h}\,g_{\rm Sh}\,\frac{4\ell}{3},$$

where $m v_F=\hbar k_F$ and $\hbar=h/2\pi$ were used. The resistance times area of the diffusive piece is

$$\frac d\sigma=\frac{3d}{4\ell}\;\frac{1}{(2e^2/h)\,g_{\rm Sh}} .$$

It equals the Sharvin value at $d=4\ell/3$. For $d\ll\ell$ the Sharvin resistance exceeds that of the piece and does not depend on length. The contact must also be narrower than $\ell$. The current spreading out from a circular opening of radius $r_0$ into two large pieces meets the resistance $1/(2\sigma r_0)$, which is $3\pi r_0/(8\ell)$ times the Sharvin resistance. For copper at room temperature the formula for $\sigma$ gives $\ell\approx39$ nm, about 740 bohr, so a contact 2000 bohr wide is not ballistic there. For $d\gg\ell$ the ordinary resistance, proportional to length, takes over.

## From channels to the mixing conductance

Now let copper end at a ferromagnet. An electron whose spin is perpendicular to the magnetization is an equal superposition of the two spin states along the magnetization, $(1,1)/\sqrt2$. These reflect with different amplitudes, so the reflected spinor is $(r_\uparrow,r_\downarrow)/\sqrt2$. In units of $\hbar/2$, the incoming transverse spin is $\langle\sigma_x\rangle=1$ and the reflected one is

$$\langle\sigma_x\rangle_{\rm out}=\tfrac12\left(r_\uparrow^*r_\downarrow+r_\downarrow^*r_\uparrow\right)=\mathrm{Re}\,(r_\uparrow r_\downarrow^*).$$

The channel loses the difference, $1-\mathrm{Re}(r_\uparrow r_\downarrow^*)$. For a flat interface, which conserves $\mathbf q$, the sum over channels defines the mixing conductance per area,

$$g_{\uparrow\downarrow}=\frac1A\sum_{\mathbf q}\left(1-r_\uparrow r_\downarrow^*\right).$$

Its real part measures the absorbed transverse spin. Its imaginary part describes a rotation of the reflected spin about the magnetization. Because no more electrons are reflected than arrive, $|r_\sigma|\le1$, and so

$$0\le\mathrm{Re}\,g_{\uparrow\downarrow}\le2g_{\rm Sh}.$$

The Sharvin value is the middle of this range. It is reached when $r_\uparrow r_\downarrow^*$ has zero average real part, for instance when one spin is not reflected at all. The upper end requires total reflection of both spins with opposite signs, which reverses the transverse spin.

The link to pumping is simplest for a magnetization that rotates slowly, with angular frequency $\Omega$, in a plane perpendicular to the rotation axis. In the frame that turns with it the magnet is static, but the energy of an electron spin is shifted by $-\Omega/2$ if it points along the axis and by $+\Omega/2$ if it points the other way. Copper is unpolarized and filled to $E_F$ in the laboratory. In the turning frame the spins opposite to the axis are therefore filled to an energy higher by $\Omega$ than the spins along it. The numbers of the two spins remain equal, but in a window of width $\Omega$ only spins opposite to the axis are present. These spins are perpendicular to the magnetization. The magnet absorbs them at the rate $\mathrm{Re}\,g_{\uparrow\downarrow}\,\Omega/h$ per area, each with spin $1/2$. Losing spin opposite to the axis means that copper gains spin along the axis:

$$J_s=\frac12\,\mathrm{Re}\,g_{\uparrow\downarrow}\,\frac{\Omega}{2\pi}=\frac{\Omega}{4\pi}\,\mathrm{Re}\,g_{\uparrow\downarrow}.$$

In one turn, of duration $2\pi/\Omega$, the spin delivered per area is $\tfrac12\mathrm{Re}\,g_{\uparrow\downarrow}$ in units of $\hbar$. If $\mathrm{Re}\,g_{\uparrow\downarrow}\approx g_{\rm Sh}$, this is about $7\hbar$ per square nanometre. The estimate assumes that the pumped spin escapes into copper and does not flow back, and that the magnet is thick enough to return no transverse spin. A thick piece of real copper does not meet the first condition. Spin relaxes there only over a diffusion length $\lambda$ of some hundred nanometres, so it piles up at the interface and flows back. The net current is then roughly $1/(1+3\lambda/4\ell)$ of the value above, about an eighth for $\lambda=350$ nm and $\ell=39$ nm. For precession on a cone of half-angle $\theta$ the current along the axis carries a further factor $\sin^2\theta$, below 1% for angles of a few degrees.

## A model interface

How close to $g_{\rm Sh}$ does a simple interface come? Take a ferromagnet with the same electron mass and Fermi wavevectors $k_\uparrow=1.2k_F$ and $k_\downarrow=0.6k_F$. These are round model values and describe no particular material. They correspond to potential steps $k_F^2-k_\sigma^2$ of about $-0.23$ Ry and $+0.33$ Ry.

With the interface at $x=0$, the wave is $e^{ipx}+r_\sigma e^{-ipx}$ in copper and $t_\sigma e^{ip_\sigma x}$ in the magnet, where $p_\sigma^2=k_\sigma^2-q^2$. Continuity of the wave and of its slope gives

$$1+r_\sigma=t_\sigma,\qquad p(1-r_\sigma)=p_\sigma t_\sigma
\quad\Rightarrow\quad r_\sigma=\frac{p-p_\sigma}{p+p_\sigma}.$$

For $q>k_\sigma$ the wave in the magnet decays, and $p_\sigma$ is positive imaginary. At $q=0$,

$$r_\uparrow=\frac{1-1.2}{1+1.2}=-0.091,\qquad r_\downarrow=\frac{1-0.6}{1+0.6}=0.25,$$

and the loss is $1+0.091\times0.25\approx1.02$. Averaged over all channels,

$$\frac{\mathrm{Re}\,g_{\uparrow\downarrow}}{g_{\rm Sh}}\approx0.97 .$$

An explicit sum over channels, with reflection amplitudes from a Schrödinger equation solved on a grid, gives the same value.

The average lies below 1 although the loss at $q=0$ lies above it. For every $q<k_\downarrow$ the amplitudes are real with opposite signs, so the loss exceeds 1. The deficit must come from $q>k_\downarrow$, and only from the outer part of that range: there $r_\uparrow<0$ and $\mathrm{Re}\,r_\downarrow=(1.36-2q^2/k_F^2)/0.64$, so the loss falls below 1 only for $q^2>0.68\,k_F^2$. There, as $q\to k_F$, $p\to0$ and both amplitudes tend to $-1$: grazing electrons reflect alike for both spins and lose no transverse spin.

## Where the absorbed spin goes

The exchange field turns this spin inside the magnet. For one channel, the complex transverse spin current at depth $x$, divided by the incoming one, is

$$s(x)=\frac{(p_\uparrow^*+p_\downarrow)\,t_\uparrow^*t_\downarrow}{2p}\,e^{i(p_\downarrow-p_\uparrow^*)x}.$$

At $x=0$ the matching conditions turn this into

$$s(0)=\tfrac12\left[(1-r_\uparrow^*)(1+r_\downarrow)+(1+r_\uparrow^*)(1-r_\downarrow)\right]=1-r_\uparrow^*r_\downarrow .$$

Its real part is the loss found above, so the spin missing from the reflected wave has entered the magnet. Deeper inside, the channel average fades for two reasons. For $q>k_\downarrow$, which holds for 64% of the channels, the spin-down wave decays, and the transverse spin current of each channel decays with it. For $q<k_\downarrow$ each channel keeps its magnitude, but channels with different $q$ have turned by different angles, and their sum fades. The magnitude of the channel average is 0.98 at the interface, 0.16 at 20 bohr and 0.034 at 100 bohr. The first value slightly exceeds 0.97 because a magnitude includes the imaginary part as well.

The law of decay follows from the variable $u=q^2/k_F^2$, in which channels are uniformly distributed. The phase is $x\Delta(u)$ with $\Delta=k_F(\sqrt{0.36-u}-\sqrt{1.44-u})$, so

$$|\Delta'(0)|=\frac{k_F}{2}\left(\frac1{0.6}-\frac1{1.2}\right)=0.417\,k_F .$$

Integration by parts gives a leading contribution from $u=0$ of magnitude $s(0)/(|\Delta'(0)|x)$, with $s(0)=1.02$ taken at $q=0$. The point $u=0.36$, where the slope of $\Delta$ is infinite, adds no term of order $1/x$. To see this, set $u=0.36-w^2$ just below it: then $|du|=2w\,dw$, while the phase varies as $k_Fxw$ for small $w$, and the factor $w$ removes the $1/x$ term. Just above it, set $u=0.36+w^2$: the waves of spin down decay as $e^{-k_Fxw}$, and $\int_0^\infty 2w\,e^{-k_Fxw}dw=2/(k_Fx)^2$ is again of higher order. At 100 bohr the leading term is $1.02/(0.417\times72.2)=0.034$, in agreement with the computed value. The decay in this clean model is thus a slow $1/x$, with about a sixth of the entering transverse spin current still present at 20 bohr. These depths belong to the chosen model wavevectors and a semi-infinite magnet; they are not those of a real magnet, whose band structure and disorder are not included.

The computed values are collected in the numerical output below.

## Numbers as computed

```
lattice constant a (rough input) = 6.8 bohr
electron density n = 0.01272 bohr^-3
Fermi wavevector k_F = 0.7222 bohr^-1
Fermi energy E_F = 0.5216 Ry
Sharvin conductance g_sh = 0.04150 bohr^-2 per spin
Sharvin conductance g_sh = 14.82 nm^-2 per spin
conductance quantum e^2/h = 3.8740e-05 S
conductance per area and spin = 5.742e+14 S m^-2
resistance-area product, both spins = 8.708e-16 ohm m^2
closed-form prefactor g_sh*a^2 = 1.9192 (no unit)
channels per (100) surface atom and spin = 0.960
g_sh for a = 6.7 bohr: 15.27 nm^-2
g_sh for a = 6.9 bohr: 14.39 nm^-2
crystal test, cells per edge = 40
electrons to place = 256000
electrons counted in Fermi sphere = 255830
contact side in mode count = 2000 bohr
modes from formula = 166017
modes counted, periodic = 165981
modes counted, hard walls = 165551
hard-wall deficit, counted = 0.281 percent
hard-wall deficit, 4/(k_F L) = 0.277 percent
energy window in current integral = 0.01 Ry
g_sh from current integral = 0.04150 bohr^-2
model k_up/k_F = 1.2, k_down/k_F = 0.6
model potential step, spin up = -0.2295 Ry
model potential step, spin down = 0.3338 Ry
r_up at q=0 = -0.0909, r_down at q=0 = 0.2500
spin loss per mode at q=0 = 1.0227
largest error of r against grid solution = 1.0e-04
Re g_mix/g_sh, quadrature = 0.9694
Re g_mix/g_sh, explicit mode sum = 0.9694
Re g_mix of model = 14.37 nm^-2
transverse spin current / g_sh at 0 bohr = 0.9774
transverse spin current / g_sh at 20 bohr = 0.1577
transverse spin current / g_sh at 100 bohr = 0.0339
```
